# Valley isospin and the conductance of a graphene p-n junction, part 1

(Sections cited here and not found follow in the second part.)

## I. The statement and the edge channels

Counting channels does not fix the conductance of a graphene p-n junction in a strong magnetic field. At filling $+2$ on the n side and $-2$ on the p side, each side has one edge channel per spin. At one edge both channels run into the junction line, travel along it together, and part at the opposite edge. The count allows any conductance from zero to $2e^2/h$. Assuming that the electrons forget their origin on the way gives half of the maximum, $e^2/h$. Yet if the valley isospin is conserved along the junction nothing is forgotten, and two ribbons that differ by a single line of atoms can differ fourfold in conductance. The missing information is the valley state of the edge channels.

### Setting and theorem

Let $l=\sqrt{\hbar/eB}$ be the magnetic length and $v$ the Dirac velocity. In the edge problem lengths are in units of $l$ and energies in units of $\hbar v/l$. The sheet occupies $0<x<W$. The potential $U(y)$ rises from $-U_0$ on the n side ($y\to-\infty$) to $+U_0$ on the p side ($y\to+\infty$), and the Fermi energy is zero. Measured from the local potential, the Fermi level is therefore at $+U_0$ on the n side and at $-U_0$ on the p side.

A valley state is a two-component spinor $\chi$. Its Bloch vector $\mathbf u$ is the unit vector with $(\mathbf u\cdot\boldsymbol\tau)\chi=\chi$, where $\tau_{x,y,z}$ are Pauli matrices acting on the valley index. This vector is the valley isospin.

**Theorem.** Assume that

1. electrons do not interact, and spin is conserved and degenerate;
2. $l$ is much larger than the lattice spacing, and away from the edges the Hamiltonian is the unit matrix in valley space;
3. each edge imposes $\Psi=(\boldsymbol\nu\cdot\boldsymbol\tau)\,\sigma_y\Psi$, with a unit vector $\boldsymbol\nu$ of its own, where $\sigma_y$ is the Pauli matrix along the edge;
4. $W\gg l$, and $U_0$ is small enough that each edge has one channel per spin and the junction line one mode per spin and valley.

Let $\mathbf u_1$ and $\mathbf u_2$ be the isospins of the n-side electron channel at the edges $x=0$ and $x=W$, and let $\Phi$ be the angle between them. Then, to leading order in lattice spacing over $l$, at fixed $U_0$ in units of $\hbar v/l$ and fixed ramp length in units of $l$, the two-terminal conductance with both spins is

$$G=\frac{e^2}{h}\,(1-\cos\Phi).$$

The isospins must belong to the same type of carrier. Comparing the n-side channel at one edge with the p-side channel at the other would reverse the sign of the cosine, and so would using the boundary vectors $\boldsymbol\nu$ themselves, as is shown below.

### The Dirac equation with both valleys in one form

Take nearest-neighbour hopping $-t$, bond length $d$ and lattice constant $a_0=\sqrt3\,d$, with one bond of each atom along $y$. An A atom at $\mathbf r$ has B neighbours at $\mathbf r+(0,d)$ and $\mathbf r+(\pm a_0/2,-d/2)$. Write the amplitudes as

$$\psi_A=e^{iKx}A_++e^{-iKx}A_-,\qquad \psi_B=e^{iKx}B_++e^{-iKx}B_-,$$

with slowly varying envelopes. In the equation for $A_+$ the term without derivatives is $-t(1+2\cos\theta)B_+$, where $\theta=Ka_0/2$. It vanishes for $\cos\theta=-\tfrac12$, that is $\theta=2\pi/3$. The first derivatives give

$$EA_+=-t\left[d\,\partial_y+e^{i\theta}\Big(\tfrac{a_0}{2}\partial_x-\tfrac d2\partial_y\Big)+e^{-i\theta}\Big(-\tfrac{a_0}{2}\partial_x-\tfrac d2\partial_y\Big)\right]B_+ .$$

The bracket equals $ia_0\sin\theta\,\partial_x+d(1-\cos\theta)\partial_y$. With $\sin\theta=\sqrt3/2$ this is $\tfrac{3d}{2}(i\partial_x+\partial_y)$. Setting $\hbar v=\tfrac32td$ and $k_j=-i\partial_j$,

$$EA_+=\hbar v(k_x-ik_y)B_+,\qquad EB_+=\hbar v(k_x+ik_y)A_+ .$$

The second equation follows in the same way, because the neighbours of a B atom lie in the opposite directions. For the other valley $K\to-K$ reverses the sign of the $x$ derivative:

$$EA_-=-\hbar v(k_x+ik_y)B_-,\qquad EB_-=-\hbar v(k_x-ik_y)A_- .$$

Define $\Psi_+=(A_+,B_+)$ and $\Psi_-=(-B_-,A_-)$. The first component of $\Psi_-$ obeys $E(-B_-)=\hbar v(k_x-ik_y)A_-$ and the second $EA_-=\hbar v(k_x+ik_y)(-B_-)$. These have the form found for $\Psi_+$. With a magnetic field, electron charge $-e$ and a potential equal on neighbouring atoms, both valleys obey

$$H=v\,\boldsymbol\sigma\cdot(\mathbf p+e\mathbf A)+U,$$

which is the unit matrix in valley space.

### Edge equations

Consider the edge $x=0$ with the sheet at $x>0$ and constant potential, and measure $E$ from that potential. Both $H$ and the boundary condition commute with $\boldsymbol\nu\cdot\boldsymbol\tau$, so states can be chosen with $\boldsymbol\nu\cdot\boldsymbol\tau=s=\pm1$. A state of sector $s$ has isospin $s\boldsymbol\nu$.

Take $A_y=Bx$ and a wave $e^{iky}$, and write the sublattice spinor as $(a,ib)$. In the chosen units $\pi_y=\xi$ with $\xi=x+k$. The upper line of the Dirac equation is $(-i\partial_x-i\xi)(ib)=Ea$, and the lower is $(-i\partial_x+i\xi)a=iEb$. Hence

$$b'+\xi b=Ea,\qquad -a'+\xi a=Eb. \tag{1}$$

Since $\sigma_y(a,ib)=(b,ia)$, the boundary condition $\psi=s\sigma_y\psi$ reads

$$b(0)=s\,a(0). \tag{2}$$

The equations are real, and at given $E$ and $k$ there is one decaying solution up to a factor. The levels are therefore simple, and $a,b$ may be taken real.

The solution has a closed form. Applying $-\partial_x+\xi$ to the first equation gives $-b''-b+\xi^2b=E^2b$. With $z=\sqrt2\,\xi$ this is

$$\frac{d^2b}{dz^2}+\left(\frac{E^2}{2}+\frac12-\frac{z^2}{4}\right)b=0 .$$

Its decaying solution is the parabolic cylinder function $D_{E^2/2}(z)$. The first equation then gives $a=\frac{\sqrt2}{E}\left(\frac{d}{dz}+\frac z2\right)D_{E^2/2}$. Because $D_\mu'+\frac z2D_\mu=\mu D_{\mu-1}$, this is $a=\frac{E}{\sqrt2}D_{E^2/2-1}(z)$. The levels follow from

$$D_{E^2/2}(\sqrt2k)=\frac{sE}{\sqrt2}\,D_{E^2/2-1}(\sqrt2k). \tag{3}$$

For $s=+1$ and $k=0$ the lowest positive root is $E=0.831$. Diagonalizing (1) and (2) on a grid reproduces the roots at $k=-1$, $0$ and $0.5$ to $10^{-5}$.

### Lemma 1: isospin and direction of the edge channels

**Lemma 1.** At the edge $x=0$, the branch that leaves the zeroth Landau level has energy of sign $s$ at every $k$, and its velocity along $y$ also has sign $s$. The electron channel has isospin $\boldsymbol\nu$ and moves towards $+y$; the hole channel has isospin $-\boldsymbol\nu$ and moves towards $-y$.

*Proof.* First, $E=0$ is impossible at finite $k$. Equation (1) would give $a'=\xi a$, whose solution $e^{\xi^2/2}$ grows, so $a=0$. Then (2) gives $b(0)=0$, and $b'=-\xi b$ makes $b$ vanish everywhere. A level that varies continuously with $k$ thus keeps its sign.

The sign is found deep in the bulk, $k\to-\infty$, where $E$ is small. To lowest order $b=e^{-\xi^2/2}$, and the decaying solution of $-a'+\xi a=Eb$ is

$$a(x)=E\,e^{\xi^2/2}\int_\xi^\infty e^{-\eta^2}d\eta .$$

At the wall $\xi=k$, and the integral tends to $\sqrt\pi$. Condition (2) becomes $e^{-k^2/2}=sE\sqrt\pi\,e^{k^2/2}$, so

$$E\simeq \frac{s}{\sqrt\pi}\,e^{-k^2}. \tag{4}$$

The sign of $E$ is $s$.

For the velocity take $s=+1$. In the limit just treated, $a$ and $b$ are both positive. They stay positive along the whole branch. As $k$ changes, a first node could enter at the wall, but $a(0)=b(0)=0$ would remove the solution. It could enter from infinity, but there (1) gives $a\simeq Eb/2\xi$, which has the sign of $b$. It could appear inside as a double zero, but $a=a'=0$ implies $b=0$ by (1), and $b=b'=0$ implies $a=0$; either way the solution vanishes.

The wall condition does not contain $k$, and it makes the operator in (1) symmetric, since the boundary term $a_1b_2-b_1a_2$ vanishes for any two functions obeying (2). The derivative of a level is therefore the mean derivative of the operator:

$$\frac{dE}{dk}=\frac{2\int_0^\infty ab\,dx}{\int_0^\infty(a^2+b^2)\,dx}>0 .$$

For $s=-1$, the replacement $a\to-a$, $E\to-E$, $s\to-s$ leaves (1) and (2) unchanged. So $E_-(k)=-E_+(k)$, with opposite velocity. $\square$

The sign can also be read from an identity. From (1), $(ab)'=a'b+ab'=E(a^2-b^2)$. Integration from the wall to infinity, with (2), gives

$$s\,a(0)^2=E\int_0^\infty(b^2-a^2)\,dx. \tag{5}$$

The zeroth Landau level lives on the second component $b$, so the integral on the right is positive deep in the bulk. The wall forces an admixture of $a$, and the sign of that admixture decides whether the level rises or falls. For the normalized state at $k=-0.5$, $s=+1$, the two sides of (5) on the grid are $0.326$ and $0.327$.

### Lemma 2: the opposite edge

**Lemma 2.** At the edge $x=W$ with boundary vector $\boldsymbol\nu_2$, the electron channel has isospin $-\boldsymbol\nu_2$ and moves towards $-y$; the hole channel has isospin $+\boldsymbol\nu_2$ and moves towards $+y$.

*Proof.* Put $\tilde x=W-x$ and $\tilde k=-(k+W)$. Then $\xi=-(\tilde x+\tilde k)$ and $\partial_x=-\partial_{\tilde x}$. Both equations (1) recover their old form in the new variables, with $E$ replaced by $-E$. Condition (2) keeps its form at $\tilde x=0$. The levels are thus $E=-E_s(-k-W)$. For $s=-1$ this is $E_+(-k-W)$, which is positive and falls with $k$. For $s=+1$ the energy is negative and rises with $k$. $\square$

This is the origin of the sign warning after the theorem. With $\boldsymbol\nu_1$ for the edge $x=0$,

$$\mathbf u_1=\boldsymbol\nu_1,\qquad \mathbf u_2=-\boldsymbol\nu_2 . \tag{6}$$

### The range with one channel

The zeroth branch supplies one electron channel at every positive energy. To see that it reaches high energies, multiply the first equation (1) by $b$ and the second by $a$, and integrate:

$$-\tfrac12b(0)^2+\int\xi b^2=E\int ab,\qquad \tfrac12a(0)^2+\int\xi a^2=E\int ab .$$

The wall terms cancel in the sum, because $a(0)^2=b(0)^2$. What remains is $\int\xi(a^2+b^2)=2E\int ab$. For $k>0$ the left side is at least $k\int(a^2+b^2)$, while $2|\int ab|\le\int(a^2+b^2)$. Hence $|E|\ge k$ on every branch.

Further channels come from the higher Landau levels, which lie at $|E|\ge\sqrt2$ in the bulk. Near the edge one of them bends towards zero before it turns away. On a grid from $k=-3$ to $k=1$ the smallest energy outside the zeroth branch is $|E|=1.313$. For $k>1$ the inequality keeps all levels above $1$. A potential with $U_0<1$ is thus safe, and the value used below is $0.564$.

### Why pure zigzag edges are excluded

A pure zigzag edge sets one sublattice component to zero in each valley, which is not of the form (2). In the valley with $a(0)=0$, the functions $a=0$, $b=e^{-\xi^2/2}$ solve (1) with $E=0$ at every $k$. This is a state without dispersion. In the valley with $b(0)=0$, the replacement $a\to-a$, $E\to-E$ preserves the boundary condition, so electron and hole channels have the same isospin. Lemma 1 fails on both counts.

## II. The junction, the armchair ribbon and real numbers

The symbols are those of the first half. The n side lies at $y<0$ and the p side at $y>0$; $l$ is the magnetic length; $\mathbf u_1$ and $\mathbf u_2$ are the isospins of the electron channel at $x=0$ and $x=W$; $\boldsymbol\nu_1$ and $\boldsymbol\nu_2$ are the boundary vectors, with $\mathbf u_1=\boldsymbol\nu_1$ and $\mathbf u_2=-\boldsymbol\nu_2$. At each edge the hole channel has the isospin opposite to that of the electron channel. At $x=0$ electrons move towards $+y$ and holes towards $-y$, so both run into the junction. At $x=W$ both run away from it.

### The mode on the junction line

Away from the edges use the gauge $A_x=-By$ and a wave $e^{iqx}$. The zeroth-level state is centred at $y_0=ql^2$. For a potential that varies slowly over $l$, its energy is $U(ql^2)$ to first order. This passes through the Fermi energy once, where $U=0$, with velocity

$$\frac1\hbar\frac{dE}{dq}=\frac{l^2U'}{\hbar}=\frac{U'}{eB}>0 .$$

The mode runs from $x=0$ to $x=W$. The other Landau levels are shifted by at most $U_0$, which is less than $\sqrt2\,\hbar v/l$, so in this order they do not reach the Fermi energy. There is one orbital mode, and it carries either valley state.

The velocity $U'/eB$ is the drift velocity in crossed fields. No state of the Dirac equation moves faster than $v$, since the velocity operator $v\sigma_x$ has eigenvalues $\pm v$. A slow ramp thus requires $U'/(evB)$ well below one.

### Proof of the theorem

*Arrival.* Near $x=0$ the Hamiltonian, including the ramp, commutes with $\boldsymbol\nu_1\cdot\boldsymbol\tau$. In the sector with isospin $\mathbf u_1$ the one incoming channel is the electron channel of the n side. The p side has no channel in this sector at its Fermi energy, because the hole channel has isospin $-\mathbf u_1$. The one outgoing channel is the junction mode with isospin $\mathbf u_1$. Current conservation between one incoming and one outgoing channel gives probability one. In the other sector the p-side channel enters the junction mode with isospin $-\mathbf u_1$, also with probability one.

*Passage.* Along the junction line the Hamiltonian is the unit matrix in valley space. Both valley components have the same wave number, so the spinor gains a common phase and its Bloch vector stays fixed.

*Departure.* Near $x=W$ the conserved quantity is $\boldsymbol\nu_2\cdot\boldsymbol\tau$. The sector with isospin $\mathbf u_2$ has one outgoing channel, the electron channel of the n side. The sector with isospin $-\mathbf u_2$ has one outgoing channel, the hole channel of the p side. An electron that came from the n side is transmitted with the probability of finding $-\mathbf u_2$ in the state $\mathbf u_1$.

For two unit vectors $\mathbf m$ and $\mathbf u$ this probability is the trace of a product of projectors:

$$|\langle\chi_{\mathbf m}|\chi_{\mathbf u}\rangle|^2=\mathrm{Tr}\left[\tfrac12(1+\mathbf m\cdot\boldsymbol\tau)\,\tfrac12(1+\mathbf u\cdot\boldsymbol\tau)\right]=\tfrac12(1+\mathbf m\cdot\mathbf u).$$

Here $\mathrm{Tr}\,1=2$, $\mathrm{Tr}\,\tau_i=0$ and $\mathrm{Tr}\,\tau_i\tau_j=2\delta_{ij}$ were used. With $\mathbf m=-\mathbf u_2$ and $\mathbf u=\mathbf u_1$,

$$T=\tfrac12(1-\mathbf u_1\cdot\mathbf u_2)=\tfrac12(1-\cos\Phi). \tag{7}$$

The junction mode moves in one direction, so nothing returns to the first edge and there is no sum over repeated reflections. Each spin contributes $(e^2/h)T$, and

$$G=\frac{2e^2}{h}\,T=\frac{e^2}{h}(1-\cos\Phi).\qquad\square$$

For $\Phi=0$ an electron from the n side fits the n-side exit completely, and $G=0$. For $\Phi=\pi$ it fits the p-side exit, and $G=2e^2/h$. If the relative direction of the isospins is uniformly distributed over the sphere, the mean cosine is zero and the mean conductance is $e^2/h$. That is the value expected from complete mixing, here obtained as an average over junctions.

The conductance of the junction is now proved to depend only on the angle $\Phi$ between the valley isospins of the n-side electron channel at the two edges. It remains to find $\Phi$ for armchair ribbons, to test the formula against the hopping model, and to see how far it holds with disorder and in a ribbon 100 nm wide.

Numerical values quoted here were computed with a short program.
